Grimme's quasi-RRHO entropy and its finite low-frequency limit

**Theorem.** Consider one vibrational mode of angular frequency ω at a fixed temperature T > 0. Let ω0 > 0 be a fixed crossover frequency and B > 0 a fixed, finite moment of inertia, both independent of ω and T. Define

μ = ħ/(2ω),  μ' = μB/(μ + B),  w = 1/[1 + (ω0/ω)⁴],

S = w S_V + (1 − w) S_R, (1)

where S_V is the entropy of the harmonic oscillator and S_R the classical entropy of a free one-dimensional rotor with moment μ'. Then, as ω → 0,

S → S(0) = k[1/2 + ½ ln(2πBkT/ħ²)], (2)

which is finite, whereas S_V = k[1 − ln(ħω/kT)] + O(ω²) grows without bound. If B is removed (B → ∞ before ω → 0), the interpolated entropy also diverges, as −(k/2) ln ω.

This is the entropy of the quasi-rigid-rotor-harmonic-oscillator (quasi-RRHO) scheme. The two end entropies and the relation between μ and ω are derived below. The form of w, its fourth power, and the values of ω0 and B are modelling choices, which no derivation fixes.

Entropies are per mode, in units of k; multiplication by the gas constant gives J/(mol K). Numerical frequencies and energies are wavenumbers in cm⁻¹, the customary unit for molecular vibrations: ν = ω/(2πc) for the mode, ν0 for the crossover, t = kT/(hc) for the thermal energy, and A_B = ħ²/(2Bhc) for the rotational constant belonging to B.

**Lemma 1 (harmonic entropy).** With x = ħω/kT = ν/t,

S_V/k = x/(eˣ − 1) − ln(1 − e⁻ˣ) = 1 − ln x + x²/24 + O(x⁴). (3)

Proof. Measure the levels from the ground state, E_n = nħω; a constant shift of all levels does not alter the entropy. The geometric series gives Z = 1/(1 − e⁻ˣ), and the mean energy is

U_V = −∂ ln Z/∂(1/kT) = ħω/(eˣ − 1).

Inserting both in S = k ln Z + U/T gives the first form of (3). For small x,

x/(eˣ − 1) = 1 − x/2 + x²/12 + …

ln(1 − e⁻ˣ) = ln x + ln(1 − x/2 + x²/6 − …) = ln x − x/2 + x²/24 + …

In the last line the quadratic coefficient is 1/6 − 1/8 = 1/24. On subtraction the linear terms cancel and 1/12 − 1/24 = 1/24 remains. ∎

The divergence has a classical meaning. At fixed mass, the thermal amplitude of an oscillator grows as 1/ω, so the accessible phase-space area grows as 1/ω and its logarithm as −ln ω. A real soft mode, such as the turning of a ligand, cannot have an unlimited amplitude. A rotor has a coordinate confined to an angle of 2π, which is the reason for using it as the other end of the interpolation.

**Lemma 2 (free-rotor entropy).** A rotor with moment I, symmetry number 1 and ħ²/(2IkT) ≪ π² has

S/k = 1/2 + ½ ln(2πIkT/ħ²). (4)

Proof. The wavefunctions e^(imφ) are single-valued for integer m, with energies ħ²m²/(2I). Put a = ħ²/(2IkT). Poisson summation replaces the sum over m by a sum over Fourier integrals of the Gaussian:

Z = Σ_m exp(−a m²) = √(π/a) Σ_j exp(−π²j²/a),

with m and j running over all integers. For a ≪ π² the terms with j ≠ 0 are exponentially small, so

Z = √(π/a) = √(2πIkT)/ħ.

Since Z ∝ T^(1/2), U = kT² d ln Z/dT = kT/2. Then S = k ln Z + U/T gives (4). Because 2π/ħ² = 8π³/h², the same result may be written with ln √(8π³IkT/h²). ∎

**Lemma 3 (the matched and capped moment).** If the first excitation energy of the rotor equals the vibrational quantum, its moment is μ = ħ/(2ω). Combining μ with B as in the theorem gives

S_R/k = 1/2 + ½ ln[πt/(ν + A_B)]. (5)

Proof. The step from m = 0 to m = ±1 costs ħ²/(2μ). Setting this equal to ħω gives μ = ħ/(2ω). As a numerical check, a ring Hamiltonian with this moment for ν = 50 cm⁻¹, diagonalized on a finite-difference grid, has a first gap of 49.998 cm⁻¹.

The moment μ diverges as ω → 0, although no part of a molecule has an infinite moment of inertia. A cap is suggested by two coaxial tops with moments I₁ and I₂, angular velocities v₁ and v₂, and zero total angular momentum. The conditions

v₁ − v₂ = u,  I₁v₁ + I₂v₂ = 0

give v₁ = I₂u/(I₁ + I₂) and v₂ = −I₁u/(I₁ + I₂). The kinetic energy is therefore

½I₁v₁² + ½I₂v₂² = ½ [I₁I₂² + I₂I₁²]/(I₁ + I₂)² u² = ½ [I₁I₂/(I₁ + I₂)] u².

The relative rotation has the reduced moment I₁I₂/(I₁ + I₂). Taking I₁ = μ and I₂ = B, with B an average moment of the whole molecule, gives μ'. This last identification is a model, since B is not the moment of a definite fragment about a definite axis.

The reciprocal moments add, 1/μ' = 1/μ + 1/B. Multiplication by ħ²/2 gives

ħ²/(2μ') = ħω + ħ²/(2B) = hc(ν + A_B).

In (4) with I = μ', the argument of the logarithm is 2πμ'kT/ħ² = πkT/[ħ²/(2μ')] = πt/(ν + A_B), which is (5). ∎

**The weight.** The interpolation must select the rotor for soft modes and the oscillator for stiff ones. A simple way is to let the ratio of the two weights be a power of the frequency:

w/(1 − w) = r,  r = (ω/ω0)⁴.

Solving for w gives w = r/(1 + r) = 1/[1 + (ω0/ω)⁴], as in the theorem. The weights are equal at ω0. Since dr/d ln ω = 4r,

dw/d ln ω = 4r/(1 + r)² = 4w(1 − w). (6)

**Proof of the theorem.** Take the two terms of (1) separately.

For the oscillator term, w = r/(1 + r) ≤ r and S_V > 0, so by Lemma 1

0 ≤ w S_V/k ≤ (ω/ω0)⁴ [1 − ln x + O(x²)].

With x = e^(−y), the dangerous product x⁴|ln x| becomes y e^(−4y), which vanishes as y → ∞. Hence w S_V → 0, although S_V itself diverges.

For the rotor term, (5) is continuous at ν = 0 because A_B > 0, and its value there is

S(0)/k = 1/2 + ½ ln(πt/A_B).

Since πt/A_B = 2πBkT/ħ², this is (2). As 1 − w → 1, the product (1 − w)S_R tends to the same value, and (2) follows.

If B → ∞ first, then A_B = 0 and (5) becomes S_R/k = 1/2 + ½ ln(πt/ν). The oscillator term still vanishes, but the rotor term diverges as −½ ln ν. ∎

Both ingredients are thus needed: the weight removes the oscillator's logarithm, and the cap removes the rotor's. The rotor's logarithm has half the coefficient because its angular range stays fixed, while its thermal momentum range grows as √μ ∝ ω^(−1/2). The fourth power is not essential to finiteness, since x^p |ln x| → 0 for every p > 0.

**Corollary 1 (approach to the limit).** As ν → 0,

S/k = S(0)/k − ν/(2A_B) + O(ν²). (7)

Proof. Write S = S_R + w(S_V − S_R). The second term is of order ν⁴|ln ν|. From (5), S_R/k = S(0)/k − ½ ln(1 + ν/A_B), and expansion of the logarithm gives (7). ∎

The plateau therefore requires ν ≪ A_B, a much stronger condition than ν ≪ ν0 for a molecule of ordinary size.

**Corollary 2 (high-frequency limit).** As ω → ∞, S → 0, so S is bounded over all ω > 0.

Proof. S_V vanishes exponentially. The magnitude of S_R grows only logarithmically, while 1 − w falls as (ω0/ω)⁴, so their product vanishes. S is continuous for ω > 0 and has finite limits at both ends, hence it is bounded. ∎

**Worked example.** Take the round model parameters T = 300 K, ν0 = 100 cm⁻¹ and B = 600 u Å². They give t = 208.51 cm⁻¹ and A_B = 0.0281 cm⁻¹. The limit is

S(0)/k = 0.5 + ½ ln(π × 208.51/0.0281) = 0.5 + 5.028 = 5.528,

or 45.97 J/(mol K). Selected entropies in units of k are:

| ν (cm⁻¹) | S_V | S_R | S |
|---|---|---|---|
| 0.001 | 13.248 | 5.511 | 5.511 |
| 0.1 | 8.643 | 4.770 | 4.770 |
| 1 | 6.340 | 3.729 | 3.729 |
| 10 | 4.037 | 2.590 | 2.590 |
| 100 | 1.744 | 1.440 | 1.592 |
| 200 | 1.079 | 1.093 | 1.080 |

The plateau appears only in the first row. Between 10 and 1 cm⁻¹, S rises by 1.139, close to the ½ ln 10 = 1.151 of an uncapped rotor; S_V rises by 2.3025. For soft modes in this range, the practical effect of the scheme is to halve the logarithmic growth. Saturation belongs to frequencies well below A_B, here a few thousandths of a cm⁻¹ and less.

The role of the cap shows when ν is lowered from 10⁻⁴ to 10⁻⁶ cm⁻¹. Without B, S grows by 2.303, which is ½ ln 100; with B it grows by 0.0018.

The choice of B matters in the limit but hardly at 10 cm⁻¹. Dividing B by 10 multiplies A_B by 10 and lowers S(0)/k by ½ ln 10 = 1.151. At 10 cm⁻¹ it lowers S/k by only 0.0125, because A_B remains small compared with ν.

Suppose now that a precursor forms an adduct with one new mode at 10 cm⁻¹, and that everything else, including the harmonic enthalpy, is left unchanged. The entropy correction is

S − S_V = (2.5898 − 4.0375)k = −1.448k, or −12.04 J/(mol K).

The free energy of the adduct rises by 300 K × 12.04 J/(mol K) = 3.61 kJ/mol, and the computed association constant is multiplied by e^(−1.448) = 0.235. These figures measure the difference between two models of the mode. They do not show how close either is to the entropy of a real adduct, which depends on its actual potential.

**Remark 1 (a rise of entropy with frequency).** An interpolation between two entropies that both fall with frequency need not itself fall. Differentiating (3) gives

dS_V/d ln ν = −k x²eˣ/(eˣ − 1)² = −C_V,

where C_V is the oscillator heat capacity. From (5), dS_R/d ln ν = −(k/2) ν/(ν + A_B). With (6), the slope of the interpolated entropy is

dS/d ln ν = −w C_V − (1 − w)(k/2) ν/(ν + A_B) + 4w(1 − w)(S_V − S_R). (8)

The last term is positive when S_V > S_R. For A_B ≪ ν ≪ t, equations (3) and (5) give, to leading order,

(S_V − S_R)/k = ½(1 − ln π) + ½ ln(t/ν) = −0.072 + ½ ln(t/ν).

At ν = ν0, where w = ½, C_V ≈ k and 4w(1 − w) = 1, the slope in units of k is −¾ − 0.072 + ½ ln(t/ν0). It is positive when t/ν0 > e^1.645 ≈ 5.2, which for ν0 = 100 cm⁻¹ means T above about 745 K. The slope can turn positive at another frequency first, so this estimate is sufficient but not the onset. On heating from 300 K, a numerical search between 20 and 300 cm⁻¹ places the onset at 623 K. The word "non-monotonic" in the output refers to this frequency range and to temperatures from 300 K upwards. At any temperature S also rises at sufficiently high frequency, from the negative values described in Remark 2 back to zero. At 30 K this rise already begins below 300 cm⁻¹.

At 1000 K, S has a minimum of 2.426k at 65 cm⁻¹ and a maximum of 2.500k at 112 cm⁻¹. Stiffening a mode within this interval raises its assigned entropy by up to 0.074k, or about 0.6 J/(mol K). This is an artefact of the interpolation, since both end entropies fall with frequency. It is small for one mode, but it deserves attention when the scheme is applied at the temperatures of precursor pyrolysis.

**Remark 2 (failure of the classical rotor).** Formula (4) becomes negative when its logarithm is less than −1, although a true entropy of discrete levels cannot be negative. In (5) this happens for ν + A_B > πe t, about 1780 cm⁻¹ at 300 K. The factor 1 − w suppresses the fault only as a power of ν, whereas S_V falls exponentially, so S itself becomes negative at sufficiently high frequency. At 4000 cm⁻¹ it is −6.4 × 10⁻⁸ k; using the quantum rotor levels instead gives +9.4 × 10⁻⁸ k. At 300 K the fault has no practical weight, but it grows on cooling: at 10 K, S falls to about −0.13k near 99 cm⁻¹.

The limit (2) also rests on the classical rotor, now with moment B. It requires A_B/t ≪ π², which the example satisfies by a wide margin. At fixed B and T → 0, expression (2) tends to −∞ and must be replaced by the level sum.

**Remark 3 (thermodynamic consistency).** Since w does not depend on T, and T dS_R/dT = k/2 by (5),

T dS/dT = w C_V + (1 − w)k/2.

The harmonic enthalpy H_V of the mode has dH_V/dT = C_V instead. If it is retained in G = H_V − TS, then

−dG/dT = S − dH_V/dT + T dS/dT = S − (1 − w)(C_V − k/2).

This differs from S unless the last term vanishes. At 10 cm⁻¹ and 300 K, T dS/dT is 0.500k while C_V is 1.000k; at 100 cm⁻¹ the values are 0.741k and 0.981k. A consistent scheme interpolates the energy with the same weight, U = w U_V + (1 − w)kT/2, apart from a temperature-independent constant. The adduct's 3.61 kJ/mol belongs to the entropy-only convention and would change if the energy were interpolated too.

The numerical output below lists the remaining frequencies and the weights.

Numbers as computed

```
temperature T = 300.0 K
thermal energy kT = 208.510 cm^-1
crossover nu0 = 100.0 cm^-1
average moment B = 600.0 u A^2
rotational constant A_B = 0.02810 cm^-1
ring-grid first gap for nu = 50.0 cm^-1: 49.9982 cm^-1
columns: nu (cm^-1), w, S_V (k), S_R (k), S (k)
   0.001  1.000e-20   13.2477    5.5109    5.5109
   0.010  1.000e-16   10.9452    5.3762    5.3762
   0.100  1.000e-12    8.6426    4.7698    4.7698
   1.000  1.000e-08    6.3400    3.7285    3.7285
  10.000  9.999e-05    4.0375    2.5897    2.5898
  20.000  1.597e-03    3.3446    2.2438    2.2455
  50.000  5.882e-02    2.4304    1.7861    1.8240
 100.000  5.000e-01    1.7443    1.4396    1.5920
 200.000  9.412e-01    1.0791    1.0931    1.0800
 500.000  9.984e-01    0.3351    0.6350    0.3356
zero-frequency limit of S = 5.5284 k
zero-frequency limit of S = 45.966 J/(mol K)
approach coefficient, (S-S(0))/(nu/A_B) = -0.49998 k
S_V growth from 1 to 0.1 cm^-1 = 2.3026 k
S growth, 1e-4 to 1e-6 cm^-1, no cap B = 2.3026 k
S growth, 1e-4 to 1e-6 cm^-1, with B = 0.00176 k
soft mode nu = 10.0 cm^-1: S - S_V = -1.4477 k
soft mode: S - S_V = -12.037 J/(mol K)
soft mode: free-energy shift = 3.611 kJ/mol
soft mode: factor on association constant = 0.2351
B divided by 10: change of S at soft mode = -0.0125 k
B divided by 10: change of the limit = -1.1513 k
nu = 10 cm^-1: T dS/dT = 0.5000 k, harmonic C_V = 0.9998 k
nu = 100 cm^-1: T dS/dT = 0.7405 k, harmonic C_V = 0.9811 k
onset temperature of non-monotonic S = 622.9 K
at 1000 K: minimum at 65.20 cm^-1, S = 2.4255 k
at 1000 K: maximum at 111.69 cm^-1, S = 2.4995 k
S at 4000 cm^-1, 300 K = -6.40e-08 k
same with quantum rotor levels = 9.41e-08 k
```
